# Recovering the Recoil Spectrum from Nuclear Stopping under Lindhard Scaling

In a model calculation, 100 keV nickel ions cross 1 nm of nickel and lose on average 2.46 keV to recoiling atoms. The root-mean-square fluctuation of that loss is 9.0 keV, almost four times the mean, while the median, counting only recoils above 40 eV, is about 0.1 keV. A mean of this kind says little about a single ion. The missing information is the recoil spectrum: how often each energy is transferred. Under one assumption, this spectrum can be recovered from the way the mean loss varies with ion energy.

## Variables and the scaling assumption

An ion of mass $M_1$, atomic number $Z_1$ and energy $E$ meets an atom $(M_2,Z_2)$ at rest. The collision is elastic and involves these two bodies alone. In the centre-of-mass frame the target moves with speed $u=M_1v/(M_1+M_2)$, where $v$ is the ion speed, and its velocity turns through the angle $\theta$. The change of its velocity has length $2u\sin(\theta/2)$, and this is its final laboratory speed. The recoil energy is therefore

$$T=\tfrac12M_2\,4u^2\sin^2\frac\theta2=T_m\sin^2\frac\theta2,\qquad T_m=\gamma E,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

Let $a$ be the screening length of the interatomic potential. The reduced energy is the centre-of-mass energy divided by $Z_1Z_2e^2/a$, with $e^2$ in Gaussian notation:

$$\varepsilon=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)}.$$

The scattering variable is

$$x=\varepsilon\sin\frac\theta2=\varepsilon\sqrt{T/T_m},\qquad 0\le x\le\varepsilon .$$

The differential cross-section, counted as positive, can always be written

$$d\sigma=\pi a^2\,\frac{f(x;\varepsilon)}{x^2}\,dx .\tag{1}$$

This defines $f$ and assumes nothing. Lindhard's scaling is the assumption that $f(x;\varepsilon)=f(x)$: the energy enters only through $x$ and the upper limit $x=\varepsilon$. With $t=x^2$, equation (1) takes the other common form $d\sigma=\pi a^2f(\sqrt t)\,dt/(2t^{3/2})$.

The stopping cross-section is $S=\int T\,d\sigma$, and the reduced stopping $s$ is defined by

$$S=\pi a^2T_m\,\frac{s(\varepsilon)}{\varepsilon}.\tag{2}$$

Since $T_m/\varepsilon$ does not depend on $E$, $s$ is proportional to $S$ for a given pair of atoms. The result to be shown is

$$f(\varepsilon)=\frac{d}{d\varepsilon}\big[\varepsilon s(\varepsilon)\big]=s\left(1+\frac{d\ln s}{d\ln\varepsilon}\right).\tag{3}$$

## First derivation: the mean recoil energy

Insert $T=T_mx^2/\varepsilon^2$ and equation (1) into the definition of $S$. The factor $x^2$ in $T$ cancels the $x^2$ in the denominator:

$$S=\int_0^\varepsilon\frac{T_mx^2}{\varepsilon^2}\,\pi a^2\frac{f(x)}{x^2}\,dx=\frac{\pi a^2T_m}{\varepsilon^2}\int_0^\varepsilon f(x)\,dx .$$

Comparison with equation (2) gives

$$\varepsilon s(\varepsilon)=\int_0^\varepsilon f(x)\,dx .\tag{4}$$

Because $f$ does not contain $\varepsilon$, the derivative acts on the upper limit alone and returns the integrand there. This is equation (3) wherever $f$ is continuous. The second form follows from the product rule, $(\varepsilon s)'=s+\varepsilon s'$.

Three conditions come with the inversion. First, $f$ must be integrable at zero, which forces $\varepsilon s\to0$ as $\varepsilon\to0$. Second, $f$ cannot be negative, so $\varepsilon s$ must never decrease; equivalently, $d\ln s/d\ln\varepsilon\ge-1$. Third, the answer is unique apart from isolated points and other sets of zero length: if two functions satisfy (4), the integral of their difference vanishes for every upper limit.

A power law shows how the slope matters. If $s=C\varepsilon^q$ with $q>-1$, then $f=(1+q)s$. Where stopping rises with energy, $f$ exceeds $s$; at the maximum of $s$ they are equal; beyond it $f$ is smaller.

## Second derivation: areas of impact parameter

Now describe collisions by their impact parameter, $b$ in units of $a$. For a repulsive potential whose deflection falls steadily with $b$, all collisions harder than a given $x$ lie inside a disc of area $\pi a^2b^2(x;\varepsilon)$. A head-on collision has $x=\varepsilon$, so

$$b^2(\varepsilon;\varepsilon)=0 .\tag{5}$$

The ring between neighbouring values of $x$ has area $\pi a^2|d(b^2)|$. Comparison with (1) gives

$$f(x;\varepsilon)=-x^2\,\frac{\partial b^2(x;\varepsilon)}{\partial x},\tag{6}$$

where the minus sign appears because harder collisions have smaller $b$.

The stopping is $S=(\pi a^2T_m/\varepsilon^2)\int x^2\,d(b^2)$, hence $\varepsilon s=\int x^2\,d(b^2)$ over all impact parameters. Write $x^2=\int_0^x2x'\,dx'$ and exchange the order of integration, which is allowed because nothing is negative. Each $x'$ is then counted once for every collision harder than $x'$, and these have total area $b^2(x';\varepsilon)$. Therefore

$$\varepsilon s(\varepsilon)=\int_0^\varepsilon2x\,b^2(x;\varepsilon)\,dx .\tag{7}$$

Differentiate. The upper limit contributes $2\varepsilon b^2(\varepsilon;\varepsilon)$, which vanishes by (5). What remains is

$$\frac{d(\varepsilon s)}{d\varepsilon}=\int_0^\varepsilon2x\,\frac{\partial b^2(x;\varepsilon)}{\partial\varepsilon}\,dx .\tag{8}$$

Scaling has not been used so far. It now enters through (6): if $f$ depends on $x$ alone, integration from $x$ to $\varepsilon$ with condition (5) gives

$$b^2(x;\varepsilon)=\int_x^\varepsilon\frac{f(x')}{x'^2}\,dx',\qquad \frac{\partial b^2}{\partial\varepsilon}=\frac{f(\varepsilon)}{\varepsilon^2}.\tag{9}$$

The second expression does not depend on $x$. A small rise in energy enlarges every disc by the same area, that of the newly possible hardest collisions. Equation (8) becomes

$$\frac{d(\varepsilon s)}{d\varepsilon}=\frac{f(\varepsilon)}{\varepsilon^2}\int_0^\varepsilon2x\,dx=f(\varepsilon),$$

which is equation (3) again.

## Where the scaling comes from

For bare Coulomb repulsion, $\tan(\theta/2)=1/(2\varepsilon b)$. Then $\sin^2(\theta/2)=1/(1+4\varepsilon^2b^2)$, and solving $x^2=\varepsilon^2/(1+4\varepsilon^2b^2)$ for $b^2$ gives

$$b^2=\frac1{4x^2}-\frac1{4\varepsilon^2},\qquad f=-x^2\left(-\frac1{2x^3}\right)=\frac1{2x}.$$

Here the scaling holds at every angle. But $1/(2x)$ is not integrable at zero: distant collisions make the stopping diverge, and there is no finite $s$ to invert. Screening removes the divergence and, in general, spoils the scaling.

For a screened potential, consider small deflections. Measure length in units of $a$ and energy in units of $Z_1Z_2e^2/a$, so that the potential is $V(r)=\Phi(r)/r$ and the centre-of-mass energy is $\varepsilon$. Along a nearly straight path with coordinate $z$, the sideways impulse is $-v^{-1}\partial_b\int V\,dz$. Dividing by the momentum $p$, and using $pv=2\varepsilon$, gives

$$\theta\simeq-\frac1{2\varepsilon}\frac{\partial}{\partial b}\int_{-\infty}^{\infty}V\!\left(\sqrt{b^2+z^2}\right)dz .$$

For $\Phi=\sum_ic_ie^{-k_ir}$ the integral is $2\sum_ic_iK_0(k_ib)$, where $K_0$ and $K_1$ are modified Bessel functions. Since $K_0'=-K_1$,

$$x\simeq\frac{\varepsilon\theta}2=\frac12\sum_ic_ik_iK_1(k_ib).$$

The energy has dropped out: at small angles $b$ depends on $x$ alone, and so does $f$. Lindhard's scaling extends this property up to $x=\varepsilon$, where the collision is head-on and the small-angle argument no longer applies.

The size of the error can be seen from classical orbits in the Ziegler–Biersack–Littmark universal potential,

$$\Phi=0.1818e^{-3.2r}+0.5099e^{-0.9423r}+0.2802e^{-0.4028r}+0.02817e^{-0.2016r}.$$

At fixed $x=0.3$ the small-angle formula gives $f=0.4042$. The orbits give 0.3747 at $\varepsilon=1$, 0.4023 at $\varepsilon=20$ and 0.4040 at $\varepsilon=200$. Relative to the limit, the deficit shrinks from 7% to 0.5% and then to below 0.1%.

## What each derivation assumes

The first derivation needs only a cross-section, classical or quantum, but uses the scaling before it differentiates. The second was phrased with orbits, although $b^2$ may also be read as the cumulative cross-section divided by $\pi a^2$. It uses the scaling at the last step, so it shows what the derivative means when the scaling fails.

In general, (9) is replaced by $b^2=\int_x^\varepsilon f(x';\varepsilon)\,dx'/x'^2$, and

$$\frac{\partial b^2}{\partial\varepsilon}=\frac{f(\varepsilon;\varepsilon)}{\varepsilon^2}+\int_x^\varepsilon\frac1{x'^2}\frac{\partial f(x';\varepsilon)}{\partial\varepsilon}\,dx'.$$

Put this into (8). The first term gives $f(\varepsilon;\varepsilon)$. In the second, exchange the integrations; the inner one, $\int_0^{x'}2x\,dx=x'^2$, cancels the denominator. For smooth $f$ with convergent integrals,

$$\frac{d(\varepsilon s)}{d\varepsilon}=f(\varepsilon;\varepsilon)+\int_0^\varepsilon\frac{\partial f(x;\varepsilon)}{\partial\varepsilon}\,dx .\tag{10}$$

The derivative is the head-on value of $f$ plus the drift of the whole spectrum with energy. At $\varepsilon=0.482$, the energy of the example below, the orbits give 0.3195 on the left, and $0.2995+0.0200=0.3195$ on the right. Taking the derivative for the head-on value would overestimate the latter by 7%. The small-angle function at the same $x$ is 0.368, different from both. When the scaling is only approximate, the inversion therefore returns an effective function that reproduces the stopping.

Stopping data alone cannot expose this. Any smooth $s$ that meets the conditions above defines some non-negative $f$ that fits it through (4). A test needs another quantity, such as the spectrum itself or its second moment.

## The second moment from stopping alone

With the scaling,

$$\int T^2d\sigma=\frac{\pi a^2T_m^2}{\varepsilon^4}\int_0^\varepsilon x^2f(x)\,dx .$$

Insert $f=(xs)'$ and integrate by parts:

$$\int_0^\varepsilon x^2(xs)'\,dx=\varepsilon^3s(\varepsilon)-2\int_0^\varepsilon x^2s(x)\,dx .$$

The lower boundary term vanishes because $xs\to0$. Hence

$$\int T^2d\sigma=\pi a^2T_m^2\,W,\qquad W=\frac{s(\varepsilon)}\varepsilon-\frac2{\varepsilon^4}\int_0^\varepsilon x^2s(x)\,dx .\tag{11}$$

Let a layer of thickness $L$ hold $N$ randomly placed atoms per volume, and let it be thin enough for the ion energy to be treated as fixed. The number of collisions in each small interval of $T$ is then a Poisson variable with mean and variance $NL\,d\sigma$. Each contributes $T^2NL\,d\sigma$ to the variance of the loss, and independent contributions add:

$$\Omega^2=NL\int T^2d\sigma .\tag{12}$$

## Nickel ions in nickel

Set the lattice constant of the model to 0.352 nm. The face-centred cubic cell holds four atoms, so $N=4/(0.352\ \text{nm})^3=91.7\ \text{nm}^{-3}$. The universal screening length is $a=(9\pi^2/128)^{1/3}a_0/(Z_1^{0.23}+Z_2^{0.23})=0.0109$ nm, with $a_0$ the Bohr radius, so $\pi a^2=3.722\times10^{-4}\ \text{nm}^2$. Equal masses give $\gamma=1$, hence $T_m=100$ keV and $\varepsilon=0.482$.

For $s$ use the universal stopping formula, a fit meant for $\varepsilon<30$. It follows the orbits in the universal potential within about 1% up to $\varepsilon\approx3$, but is about 4% low at $\varepsilon=10$ and 30, and the $f$ it yields is 4–7% low at $\varepsilon=3$, 10 and 30:

$$s=\frac{\ln(1+A\varepsilon)}{2(\varepsilon+B\varepsilon^P+C\varepsilon^{1/2})},$$

with $A=1.1383$, $B=0.01321$, $P=0.21226$ and $C=0.19593$. Dividing numerator and denominator by $\varepsilon$ gives $\varepsilon s=\ln(1+A\varepsilon)/(2D)$, where $D=1+B\varepsilon^{P-1}+C\varepsilon^{-1/2}$. The quotient rule yields

$$f=\frac12\left[\frac{A}{(1+A\varepsilon)D}-\frac{D'\ln(1+A\varepsilon)}{D^2}\right],$$

$$D'=(P-1)B\varepsilon^{P-2}-\tfrac12C\varepsilon^{-3/2}.$$

At $x=30$ this gives $2xf=0.999$. The closeness to the Coulomb value of 1 is partly accidental: the fitted formula crosses 1 near this point, while orbits in the universal potential give 1.04 for the same derivative. At the example energy $s=0.3475$ and the logarithmic slope is $-0.0678$, so

$$f=0.3475\,(1-0.0678)=0.324 .$$

The orbit value of the same derivative, 0.3195, is 1.4% lower; this difference comes from the fitted formula, not from the scaling. The nuclear stopping power is

$$NS=91.71\times3.722\times10^{-4}\times10^5\times\frac{0.3475}{0.4821}\ \frac{\text{eV}}{\text{nm}}=2.46\ \frac{\text{keV}}{\text{nm}} .$$

To return to recoil energies, use $dx/dT=x/(2T)$ in (1):

$$\frac{d\sigma}{dT}=\pi a^2\frac{f(x)}{2xT}.$$

At $T=1$ keV, $x=0.0482$ and $f=0.340$, so $d\sigma/dT=1.31\times10^{-6}\ \text{nm}^2/\text{eV}$. The number of recoils above $T$ per length is $n=N\pi a^2\int_x^\varepsilon f(x')\,dx'/x'^2$. The table compares it with orbits at the same ion energy, for which $n=N\pi a^2b^2$.

| $T$ (keV) | $f$, inverted | $f$, orbits | $n$ (nm⁻¹), inverted | $n$ (nm⁻¹), orbits |
|---|---|---|---|---|
| 0.04 | 0.225 | 0.183 | 0.994 | 0.905 |
| 1 | 0.340 | 0.333 | 0.230 | 0.234 |
| 10 | 0.375 | 0.393 | 0.056 | 0.056 |
| 50 | 0.350 | 0.342 | 0.0099 | 0.0095 |

Between 1 and about 70 keV the two values of $f$ agree within 5%; for harder recoils the inverted $f$ is too high by more, up to 8% for a head-on collision. At 40 eV, a rough displacement threshold for nickel, the inverted $f$ is 23% too high relative to the orbits and the count 10% too high. There $x=0.0096$, and the inversion takes $f$ from the stopping and its slope at $\varepsilon=0.0096$, that is, for a 2 keV ion. It thus uses slow ions, for which this $x$ is a head-on collision, to describe a small deflection of a fast one. In the terms of (10), the inverted 0.225 is a head-on value of 0.268 plus a drift of $-0.043$; the drift here has the opposite sign to that at the example energy.

## Why the fluctuation exceeds the mean

The second moment from (11) is $W=0.238$. Equation (12) gives, for $L=1$ nm,

$$\Omega^2=91.71\times3.722\times10^{-4}\times(100\ \text{keV})^2\times0.238=81\ \text{keV}^2,$$

so $\Omega=9.0$ keV. Random sampling of independent recoils from the inverted spectrum also gives 9.0 keV.

A bound locates the source of this spread. Recoils below 10 keV contribute at most $10\ \text{keV}\times NL\int T\,d\sigma=10\times2.46=25\ \text{keV}^2$, because one factor $T$ in $T^2$ is less than 10 keV. At least 69% of the variance therefore comes from recoils above 10 keV, yet the mean number of these is 0.056 per ion. Fewer than 6% of the ions produce most of the variance.

Most ions meet nothing of the kind. The probability of no recoil above 40 eV is $e^{-0.994}=0.37$, and the sampled median loss, counting only recoils above 40 eV, is 108 eV. The median depends on the soft recoils, which the inversion overcounts; the orbit spectrum gives a probability of $e^{-0.905}=0.40$ and a median of about 90 eV. Equation (4) also gives the share of the mean loss carried by recoils below a chosen energy: it is $xs(x)/[\varepsilon s(\varepsilon)]$. For $x=0.1$, or $T=100\,(0.1/0.482)^2=4.3$ keV, the share is $0.0317/0.1675=19\%$.

The second moment also supplies the test that stopping could not. With $s$ taken from the orbits, the scaling formula (11) gives $W=0.2356$; the same orbits give 0.2315 directly. The scaling overestimates the variance by 1.8% here, and hence the rms fluctuation by about 0.9%. This error is much smaller than that of the count near 40 eV, mainly because the weight $x^2$ suppresses the soft collisions, where the inverted $f$ departs most from the orbits. Errors of opposite sign also cancel in part: the inverted $f$ is too low between about 1.5 keV and a little over 40 keV, which contributes $-0.8\%$, and too high elsewhere, chiefly for the hardest collisions, which contributes $+2.6\%$.

## Inverting data with noise

Suppose $s$ is known at points separated by $h$ in $\ln\varepsilon$, with independent relative errors $\delta$. The central-difference estimate is $\hat f=s_0+(s_+-s_-)/(2h)$, and its variance is

$$\operatorname{var}\hat f=\delta^2\left[s_0^2+\frac{s_+^2+s_-^2}{4h^2}\right].$$

For $h\ll1$ the second term dominates, and the error grows as $1/h$. With $\delta=2\%$ and $h=0.1$ at the example energy, the bracket is close to $s_0^2(1+50)$. The error is about $0.02\times7.14\times0.3475=0.050$, or 15% of $f$. This is larger than the 7% discrepancy caused by the scaling at this energy. A wider step reduces the noise but eventually adds a systematic error, which at leading order in $h$ comes from the third derivative of $s$ with respect to $\ln\varepsilon$, since the curvature cancels in a central difference. At the example energy that derivative happens to be nearly zero, and the systematic error of the fitted formula is still only 0.6% of $f$ at $h=2$.

## The model and a real nickel target

Nickel is irradiated with its own ions to study radiation damage, and 100 keV is a realistic though fairly low energy for this. For the mean loss, the largest omission sized here is the energy given to electrons. A Lindhard–Scharff estimate is 0.79 keV/nm, which would add 32% to the nuclear loss. It is also several times the median nuclear loss. Its effect on the fluctuation is smaller. Treating the electron kicks as independent gives an electronic variance of only $2\times10^{-4}$ of the nuclear one, but this ignores that the electronic loss is concentrated in close collisions. The Firsov and Oen–Robinson impact-parameter models, evaluated on the same orbits, give about $2\times10^{-3}$, and because the same close collisions carry the nuclear loss, the covariance of the two adds a further 4–6% to the variance, or 2–3% to the rms fluctuation. The mean total loss is 3.3% of the ion energy, so a fixed energy is reasonable for most ions in this layer, though not after one of the rare hard collisions; following each ion's energy and direction through the layer raises the mean and rms nuclear loss by about 1%, to 2.49 and 9.1 keV. Ion and target are identical atoms, and the mean and fluctuation above follow the labelled ion. Recoils above 50 keV, after which the struck atom is the faster of the two, carry 28% of the mean and 63% of the variance; following the faster atom instead gives a mean loss of 2.06 keV and an rms fluctuation of 6.4 keV.

The two-body picture is also plausible at the threshold: a 40 eV recoil needs an impact parameter of 0.056 nm, which is below 0.124 nm, half the distance between neighbours. Diffraction limits how sharply the corresponding deflection is defined. Let $\lambda=\hbar/p$ for the relative motion, and let $b$ be the impact parameter as a length. A wave packet of width $\delta b$ spreads the angle by $\lambda/(2\delta b)$ through diffraction and by $|d\theta/db|\,\delta b$ through the range of impact parameters it covers. The combined spread is at least $\sqrt{\lambda|d\theta/db|}$. With $\lambda/(b\theta)=1.7\times10^{-3}$ and $|d\ln\theta/d\ln b|=2.8$, this is about 7% of the deflection, small enough for classical orbits. The thermal energy at 300 K is below 0.1% of the threshold. Thermal motion matters more than this ratio suggests, because velocities add, not energies: an atom of mass $M$ that gains speed $w$ while already moving at $v_t$ along the same direction has its recoil energy shifted by about $Mwv_t$. With $Mw^2/2=40$ eV and $Mv_t^2=k_B\times300$ K, the relative shift is $\sqrt{2\times6.5\times10^{-4}}\approx4\%$, up or down.

A crystal breaks the assumption of randomly placed atoms, even away from channels. For straight 1 nm paths in random directions through the lattice, with orbit recoil energies, the mean and rms loss hardly change, but the soft recoils are spaced more regularly than Poisson counting implies: the probability of no recoil above 40 eV falls from 0.40 to 0.35 and the median rises from about 90 to about 120 eV. An ion steered along an open channel avoids close collisions, and neither the mean nor the fluctuation above applies to it; the size of that change was not calculated. The universal potential is itself a model, so the orbit comparisons measure the error of the scaling within that potential, not the error of the potential for nickel. With the Molière potential and the Firsov screening length, the orbit mean falls by 5%, the rms by 4%, the count above 40 eV rises by 17%, and the error of the inverted $f$ at 40 eV drops from 23% to about 12%; the error of the second moment stays near 2%. Many of the values behind these comparisons are in the numerical output below.

## Numbers as computed

```
Input: Ni ion energy 100 keV, Z 28, mass 58.7 u
Input: lattice constant 0.352 nm, threshold 40 eV, layer 1.0 nm
Atomic density N = 91.71 nm^-3
Screening length a = 0.01089 nm; pi a^2 = 3.7224e-04 nm^2
gamma = 1.000; Tm = 100.0 keV; eps = 0.4821
Columns: eps, s formula, dln s/dln eps, inverted f, s from orbits
    0.0100 0.1637 +0.3911 0.2278 0.1639
    0.1000 0.3170 +0.1677 0.3701 0.3174
    0.4821 0.3475 -0.0678 0.3239 0.3451
    1.0000 0.3143 -0.2099 0.2483 0.3119
   10.0000 0.1182 -0.6040 0.0468 0.1226
2 x f at x = 30 (Coulomb value 1): 0.9988
Small-angle limit f at x = 0.3: 0.40416
  orbit f at same x, eps = 1: 0.37470
  orbit f at same x, eps = 20: 0.40229
  orbit f at same x, eps = 200: 0.40398
Orbits at example eps: d(eps s)/d eps = 0.31950
  head-on f(eps;eps) = 0.29952; drift integral = 0.02000
  small-angle f at x = eps: 0.36825
Nuclear stopping = 2460.7 eV/nm
Columns: T (eV), x, f inverted, f orbit, recoils above T per nm: inverted, orbit
       40 0.00964 0.2250 0.1833 0.9938 0.9049
     1000 0.04821 0.3397 0.3327 0.2295 0.2338
    10000 0.15245 0.3749 0.3932 0.0555 0.0562
    50000 0.34090 0.3496 0.3420 0.0099 0.0095
dsigma/dT at 1 keV = 1.3116e-06 nm^2/eV
Second moment/(pi a^2 Tm^2), formula s: 0.23832
  orbit s with scaling: 0.23557; orbits directly: 0.23150
Layer mean loss = 2.461 keV; rms fluctuation = 9.020 keV
Sampled rms fluctuation = 8.987 keV
Sampled median loss (recoils above threshold only) = 108 eV
Sampled fraction of ions with no recoil above threshold = 0.370
Noise: error in s 2 %, log step 0.1: error in f 15.3 %, bias -0.001 %
Electronic stopping estimate = 794 eV/nm; ratio to nuclear 0.323
Electronic/nuclear variance estimate = 1.8e-04
Mean total loss in layer / ion energy = 0.0325
Impact parameter at threshold = 0.0560 nm; half neighbour distance = 0.1245 nm
Diffraction angle / deflection at threshold = 1.7e-03
Thermal energy at 300 K / threshold = 6.5e-04
```
